# Extrapolating Triple- and Quadruple-Zeta Correlation Energies to the Basis-Set Limit

## Problem

The rate at which a precursor molecule decomposes depends on its reaction barrier through the factor $\exp(-E_a/RT)$, where $E_a$ is the activation energy. At several hundred kelvin $RT$ is only a few kJ/mol, so modest errors in a computed barrier matter. One source of error is the finite set of basis functions in which the electrons are described.

A correlated calculation on a molecule, at one fixed geometry, gives these correlation energies:

- triple-zeta basis: $E_3=-0.300$ hartree,
- quadruple-zeta basis: $E_4=-0.310$ hartree.

The correlation energy is the difference between the energy of the chosen correlated method and the Hartree-Fock energy in the same basis. The subscript is the cardinal number $X$ of the basis, with $X=3$ for triple zeta and $X=4$ for quadruple zeta. Assume that the basis-set error is inversely proportional to $X^3$.

(a) Estimate the correlation energy in the limit of a complete basis.

(b) How much correlation energy is still missing at the quadruple-zeta level?

(c) How far could the estimate move if the two inputs had been rounded to three decimals?

## Hints

**Hint 1.** Turn the sentence about the error into an equation for $E_X$. It contains two unknown constants, and two energies are given.

**Hint 2.** The constant in front of $1/X^3$ is not asked for in part (a). Multiply each equation by its own $X^3$ and see what a subtraction does.

**Hint 3.** Before calculating, decide on which side of $-0.310$ hartree the answer must lie. The energy fell when the basis was enlarged, and the assumed error keeps one sign.

**Hint 4.** For part (c), the answer to part (a) is a linear combination of the inputs. Look at the signs of its two coefficients, and choose the signs of the rounding errors that do the most harm.

## Full solution

### The assumption as an equation

Let $E_\infty$ be the correlation energy in the complete-basis limit. The assumption reads

$$E_X=E_\infty+\frac{A}{X^3},$$

where $A$ is a constant energy. The error of basis $X$, relative to the limit, is $E_X-E_\infty=A/X^3$.

Both $E_\infty$ and $A$ must be the same in the two calculations. This requires the same molecule, geometry and correlation method, the same set of correlated electrons, and two basis sets built on the same pattern. If any of these changes, there are more than two unknowns and two energies no longer suffice.

The law is applied to the correlation energy alone. The Hartree-Fock energy has its own dependence on the basis, about which nothing has been assumed here. It must be converged or extrapolated separately and then added.

### (a) Eliminating the error constant

For the two bases, $3^3=27$ and $4^3=64$, so

$$E_3=E_\infty+\frac{A}{27},\qquad E_4=E_\infty+\frac{A}{64}.$$

Multiply the first equation by 27 and the second by 64, so that $A$ stands alone in each:

$$27E_3=27E_\infty+A,\qquad 64E_4=64E_\infty+A.$$

Subtract the first from the second. The constant $A$ cancels:

$$64E_4-27E_3=(64-27)E_\infty=37E_\infty.$$

Division by 37 gives

$$E_\infty=\frac{64E_4-27E_3}{37}.$$

The larger weight belongs to the better basis. The weights $64/37$ and $-27/37$ add up to one, as they must: if both inputs are shifted by the same amount, the limit shifts by that amount too.

Now insert the energies. The products are $64\times(-0.310)=-19.84$ hartree and $27\times(-0.300)=-8.10$ hartree. Subtracting a negative number adds its magnitude, so

$$E_\infty=\frac{-19.84-(-8.10)}{37}=\frac{-11.74}{37}=-0.3173\ \text{hartree}.$$

The answer lies below $E_4$, as Hint 3 leads one to expect.

### Checking the solution

The constant $A$ follows from subtracting the two original equations, which removes $E_\infty$:

$$E_3-E_4=A\left(\frac1{27}-\frac1{64}\right)=A\,\frac{64-27}{27\times64}=\frac{37}{1728}\,A.$$

Since $E_3-E_4=0.010$ hartree,

$$A=\frac{1728}{37}\times0.010=0.4670\ \text{hartree}.$$

The errors of the two bases are then $A/27=0.0173$ hartree and $A/64=0.0073$ hartree. Adding them to the limit returns the inputs:

$$-0.3173+0.0173=-0.3000,\qquad -0.3173+0.0073=-0.3100\ \text{hartree}.$$

This confirms the algebra. It says nothing about whether the inverse-cubic law is true, because two constants can always be fitted to two energies when the equations are independent, as they are here. A test of the law needs a third basis, which is the subject of Variation 1.

### (b) What quadruple zeta still misses

Subtract $E_4=37E_4/37$ from the formula for the limit:

$$E_\infty-E_4=\frac{64E_4-27E_3-37E_4}{37}=\frac{27}{37}\,(E_4-E_3).$$

The step from triple to quadruple zeta gained $E_4-E_3=-0.010$ hartree. According to the law, the step still to come is $27/37$ of this:

$$E_\infty-E_4=\frac{27}{37}\times(-0.010)=-0.0073\ \text{hartree}=-19.2\ \text{kJ/mol}.$$

The missing part is therefore almost three quarters of the last gain. A change of 0.010 hartree between two bases must not be followed by the conclusion that the remaining error is negligible. If this whole remainder entered a barrier, it would be several times $RT$ at the temperatures mentioned above. How much of it does enter is taken up in Variation 2.

Two limiting cases help in reading the formula. If $E_4=E_3$, then $A=0$ and the limit equals both energies: within this law, no change means no error. For a general pair of neighbouring bases $X$ and $X+1$, the same elimination gives

$$E_\infty=E_{X+1}+\frac{X^3}{(X+1)^3-X^3}\,(E_{X+1}-E_X).$$

For large $X$ the denominator approaches $3X^2$, so the factor in front of the last gain grows as $X/3$. The gain itself shrinks as $-3A/X^4$. Their product is $-A/X^3$, which goes to zero. The correction thus disappears for large bases, although it becomes a growing multiple of an ever smaller difference. The two energies must then be converged more tightly, because numerical noise in their difference is multiplied by the same factor.

### (c) The effect of rounding

The exercise takes the inputs as given. Suppose instead that they were rounded to three decimals, so that each may be wrong by up to $d=0.0005$ hartree. If the errors are $\delta_3$ and $\delta_4$, linearity gives

$$\delta E_\infty=\frac{64\,\delta_4-27\,\delta_3}{37}.$$

The coefficients have opposite signs, so the worst case has $\delta_4$ and $\delta_3$ of opposite sign and full size:

$$|\delta E_\infty|_{\max}=\frac{64+27}{37}\,d=\frac{91}{37}\times0.0005=0.0012\ \text{hartree}.$$

Extrapolation has amplified the largest input error by a factor of about two and a half. With rounded inputs the fourth decimal of $-0.3173$ hartree would have no firm meaning, and the third would be uncertain by about one unit. In practice the energies should enter the formula with all the digits to which they are converged, and rounding should wait until the end.

### What the answer means

The value $-0.3173$ hartree estimates the complete-basis limit of the correlation method that produced the inputs. If that method treats correlation approximately, its own error remains in full. Extrapolation improves the basis, not the level of theory.

Nor is the value a bound. The inverse-cubic form is a model for the leading error at large $X$, and $X=3$ and $X=4$ are not large. Suppose the error fell as $X^{-p}$ with another positive power $p$. Repeating the elimination, with $3^p$ and $4^p$ in place of 27 and 64, gives

$$E_\infty-E_4=\frac{E_4-E_3}{(4/3)^p-1}.$$

For $p=3$ the denominator is $64/27-1=37/27$, and the earlier result returns. A larger $p$ makes the denominator larger and the remainder smaller; a smaller $p$ does the opposite. The estimate therefore depends on the assumed power as well as on the two energies.

## Variation 1: does the law predict a third basis?

**Question.** For a free helium atom, second-order Møller-Plesset theory (MP2) gives correlation energies of $-0.033138$ hartree in the cc-pVTZ basis and $-0.035478$ hartree in cc-pVQZ. Predict the cc-pV5Z value, for which $X=5$, and compare it with the computed value of $-0.036407$ hartree.

**Solution.** Subtract the law for $X=4$ from the law for $X=5$:

$$E_5-E_4=A\left(\frac1{125}-\frac1{64}\right)=-\frac{61}{8000}\,A.$$

From the main solution, $A=\frac{1728}{37}(E_3-E_4)$. Inserting this and absorbing the minus sign into the bracket gives

$$E_5-E_4=\frac{61}{8000}\times\frac{1728}{37}\,(E_4-E_3)=0.3561\,(E_4-E_3).$$

For helium, $E_4-E_3=-0.002340$ hartree. The predicted gain is $0.3561\times(-0.002340)=-0.000833$ hartree, and the predicted energy is

$$E_5=-0.035478-0.000833=-0.036311\ \text{hartree}.$$

The computed gain is $-0.036407+0.035478=-0.000929$ hartree. The prediction has the right sign and size but misses about 10 percent of the computed gain. In this case the law is a useful approximation, not an identity.

The discrepancy also shows up in the estimated limit. The triple- and quadruple-zeta energies give

$$E_\infty=-0.035478+\frac{27}{37}\times(-0.002340)=-0.037186\ \text{hartree}.$$

The pair $X=4,5$ gives instead

$$E_\infty=\frac{125\times(-0.036407)-64\times(-0.035478)}{125-64}=-0.03738\ \text{hartree},$$

which is lower by about 0.0002 hartree. That is again about 10 percent, now of the remainder beyond cc-pVQZ, which the second estimate puts at 0.0019 hartree. The first estimate is nevertheless much closer to the second than the unextrapolated cc-pV5Z energy is, since that lies about 0.0010 hartree above it. The second estimate rests on the same law and is not an independent value of the limit.

One atom does not fix the accuracy for other systems. As an illustration only, if the remainder of 0.0073 hartree in the main problem were also wrong by a tenth, its limit would move by about 0.0007 hartree.

## Variation 2: how much of the remainder enters a barrier?

**Question.** For the exchange reaction H + H$_2$, compare a symmetric linear H$_3$ arrangement, with neighbour distances of 0.93 angstrom, with H$_2$ at 0.74 angstrom and a distant H atom. These are round geometries near the saddle point and the minimum, not optimized ones. The MP2 correlation energies, with an unrestricted reference for H$_3$, are:

| System | cc-pVTZ (hartree) | cc-pVQZ (hartree) |
|---|---:|---:|
| H$_2$ | $-0.031676$ | $-0.033111$ |
| H$_3$ | $-0.038512$ | $-0.040316$ |

Extrapolate the correlation contribution to the energy difference, and compare its basis remainder with that of H$_2$.

**Solution.** The separate H atom has one electron and hence no correlation energy. The contribution is therefore $\Delta E_X=E_X(\text{H}_3)-E_X(\text{H}_2)$:

$$\Delta E_3=-0.006836,\qquad \Delta E_4=-0.007205\ \text{hartree}.$$

The extrapolation formula is linear with fixed weights. Extrapolating the difference therefore gives the same result as subtracting two extrapolated energies:

$$\Delta E_\infty=\Delta E_4+\frac{27}{37}(\Delta E_4-\Delta E_3).$$

The last gain is $-0.000369$ hartree, so the remainder is $\frac{27}{37}\times(-0.000369)=-0.000269$ hartree and

$$\Delta E_\infty=-0.007205-0.000269=-0.007474\ \text{hartree}.$$

The negative sign means that, at this level, correlation lowers the energy of H$_3$ relative to H + H$_2$.

The estimated remainders of the separate systems are $-0.00105$ hartree for H$_2$ and $-0.00132$ hartree for H$_3$. They have the same sign and similar size, so most of the error cancels in the difference. What is left, $-0.00027$ hartree or about $-0.7$ kJ/mol, is roughly a quarter of the H$_2$ remainder. These figures rest on two bases only, and the last digits of $\Delta E_\infty$ are not converged. In cc-pV5Z the difference is about $-0.00731$ hartree, a gain of $-0.00011$ hartree where the law predicts $-0.00013$. The pair $X=4,5$ moves the limit up by about 0.00005 hartree, to about $-0.00743$ hartree. It puts the remainder beyond cc-pVQZ near $-0.00022$ hartree or $-0.6$ kJ/mol, about a fifth of the H$_2$ remainder from the same pair. The cancellation persists, but the small remainder of a difference is less certain in relative terms than the remainders it is formed from.

The general relation behind this is

$$\Delta E_\infty-\Delta E_4=-\frac{A_{\text{saddle}}-A_{\text{reactants}}}{64},$$

where $A_{\text{reactants}}$ is the sum over all reactants. The barrier feels the difference of the error constants. If both constants have the same sign, the magnitude of their difference cannot exceed the larger of the two, but how complete the cancellation is depends on the reaction. The 19.2 kJ/mol found in the main problem is thus the remainder of one total energy; the error it causes in a barrier cannot be known until the other end of the reaction has been treated in the same way.

The H$_3$ result is not a predicted barrier. It omits the Hartree-Fock part, correlation beyond MP2 and zero-point motion. The unrestricted reference is also not a pure doublet: its $\langle S^2\rangle$ is 0.787 in cc-pVQZ, compared with 0.75 for a pure doublet. Enlarging the basis to its limit would remove none of these omissions. The input energies given in the questions of both variations are listed in the numerical output below.

## Table of computed values

```
Input E_3: -0.300 hartree
Input E_4: -0.310 hartree
64*E_4: -19.84 hartree
27*E_3: -8.10 hartree
64*E_4 - 27*E_3: -11.74 hartree
Extrapolated E_inf: -0.317297 hartree
Error coefficient A: 0.46703 hartree
Error term A/27: 0.017297 hartree
Error term A/64: 0.007297 hartree
Remainder E_inf - E_4: -0.007297 hartree
Remainder E_inf - E_4: -19.2 kJ/mol
Assumed input rounding: 0.0005 hartree
Largest resulting shift of E_inf: 0.00123 hartree
He MP2 correlation, cc-pVTZ: -0.033138 hartree
He MP2 correlation, cc-pVQZ: -0.035478 hartree
He MP2 correlation, cc-pV5Z computed: -0.036407 hartree
He MP2 correlation, cc-pV5Z predicted: -0.036311 hartree
He extrapolated limit from TZ and QZ: -0.037186 hartree
He prediction error / QZ-to-5Z gain: 10.2 percent
H2 distance: 0.74 angstrom
H3 neighbour distance: 0.93 angstrom
H2 MP2 correlation, cc-pVTZ: -0.031676 hartree
H2 MP2 correlation, cc-pVQZ: -0.033111 hartree
H2 extrapolated correlation: -0.034158 hartree
H3 MP2 correlation, cc-pVTZ: -0.038512 hartree
H3 MP2 correlation, cc-pVQZ: -0.040316 hartree
H3 extrapolated correlation: -0.041633 hartree
H3 reference <S^2>, cc-pVQZ: 0.7871 (pure doublet 0.75)
H3 - H2 correlation, cc-pVTZ: -0.006836 hartree
H3 - H2 correlation, cc-pVQZ: -0.007205 hartree
H3 - H2 correlation, extrapolated: -0.007474 hartree
H2 remainder beyond QZ: -0.001047 hartree
H3 - H2 remainder beyond QZ: -0.000269 hartree
```
